# Why a Motionless Lanczos Eigenvalue May Not Be the Ground State

## Two levels

Take a Hamiltonian $H$ with two levels, $Hu_0=E_0u_0$ and $Hu_1=E_1u_1$, separated by $\Delta=E_1-E_0>0$. We want $E_0$, but our starting vector is almost entirely the excited state:

$$q=\varepsilon u_0+\sqrt{1-\varepsilon^2}\,u_1,\qquad 0<\varepsilon\ll1 .$$

The first energy estimate is the expectation value

$$\theta_1=\varepsilon^2E_0+(1-\varepsilon^2)E_1=E_1-\varepsilon^2\Delta .$$

To see how nearly $q$ solves the eigenvalue equation, use $E_0-\theta_1=-(1-\varepsilon^2)\Delta$ and $E_1-\theta_1=\varepsilon^2\Delta$:

$$\|(H-\theta_1)q\|^2=\varepsilon^2(1-\varepsilon^2)^2\Delta^2+(1-\varepsilon^2)\varepsilon^4\Delta^2=\varepsilon^2(1-\varepsilon^2)\Delta^2 .$$

For $\varepsilon=10^{-6}$ the residual norm is about $10^{-6}\Delta$, and the estimate looks excellent. Yet $q$ and $Hq$ together span the whole space, so the next step returns $E_0$, and the energy falls by nearly the full $\Delta$. If $\varepsilon=0$, the residual vanishes, there is no next step, and the answer remains $E_1$.

This case is too small to have a history of tiny changes. A larger matrix can supply a long one.

## The belief and its appeal

The Lanczos method builds the Krylov space

$$K_m=\mathrm{span}\{q,Hq,\ldots,H^{m-1}q\}$$

and diagonalizes $H$ within it. The eigenvalues found there are Ritz values; let $\theta_m$ be the lowest. It is the minimum of $\langle v|H|v\rangle$ over unit vectors in $K_m$. Since $K_m\subset K_{m+1}$, the minimum cannot rise: $\theta_{m+1}\le\theta_m$. The belief is that once this descending sequence has practically stopped, it has reached $E_0$.

There is a good argument for it in one regime. Suppose the error has become geometric, $\theta_m-E_0=C\rho^m$ with $0<\rho<1$. The last change is then

$$d_m=\theta_{m-1}-\theta_m=C\rho^m\frac{1-\rho}{\rho},
\qquad\text{so}\qquad \theta_m-E_0=\frac{\rho}{1-\rho}\,d_m .$$

Unless $\rho$ is close to one, a small change does mean a small error. But the argument has assumed that the sequence is approaching $E_0$. The same changes would appear if it were approaching $E_1$ for the time being.

## A floor and a ceiling for the plateau

Let $H$ be a finite real symmetric matrix with $E_0<E_1<E_2\le\cdots\le E_{\max}$, and let arithmetic be exact for now. Write the start as

$$q=\varepsilon u_0+\sqrt{1-\varepsilon^2}\,w,\qquad \|w\|=1,\quad \langle u_0|w\rangle=0,\quad \langle u_1|w\rangle\ne0 .$$

Let $G$ be the number of distinct levels present in $w$; we consider $m\le G$.

For the floor, take any unit vector $v\in K_m$ with ground-state weight $a=|\langle u_0|v\rangle|^2$. The remaining weight lies at $E_1$ or above, hence

$$\langle v|H|v\rangle\ge aE_0+(1-a)E_1=E_1-a\Delta .$$

How large can $a$ be? If $P_m$ projects onto $K_m$, then $\langle u_0|v\rangle=\langle P_mu_0|v\rangle$, whose magnitude is at most $c_m=\|P_mu_0\|$. The value is attained by $v$ along $P_mu_0$. Therefore $\theta_m\ge E_1-\Delta c_m^2$.

For the ceiling, imagine a second run started from $w$, with lowest Ritz value $\theta_m^w$. It lives in the space orthogonal to $u_0$, so $\theta_m^w\ge E_1$. Its best vector has the form $p(H)w$, with $p$ a polynomial of degree at most $m-1$, normalized so that $\|p(H)w\|=1$. Apply the same polynomial to $q$:

$$p(H)q=\varepsilon p(E_0)u_0+\sqrt{1-\varepsilon^2}\,p(H)w .$$

The two parts are orthogonal and $H$ does not couple them. The energy of this trial vector is

$$\frac{\varepsilon^2p(E_0)^2E_0+(1-\varepsilon^2)\theta_m^w}{\varepsilon^2p(E_0)^2+1-\varepsilon^2}\le\theta_m^w ,$$

because it is a weighted mean of $\theta_m^w$ and the lower number $E_0$. Together,

$$E_1-\Delta c_m^2\le\theta_m\le\theta_m^w. \tag{1}$$

While $c_m^2$ is small and the second run has nearly reached $E_1$, the Ritz value is trapped near $E_1$.

## How the hidden component grows

Define the polynomials $\pi_k$, of degree $k$, by $\langle\pi_j(H)w|\pi_k(H)w\rangle=\delta_{jk}$. They exist for $k<G$. Any trial polynomial is $p=\sum_{k<m}a_k\pi_k$, with $\|p(H)w\|^2=\sum_k a_k^2$. The ground-state weight of the normalized $p(H)q$ is

$$\frac{\varepsilon^2p(E_0)^2}{\varepsilon^2p(E_0)^2+(1-\varepsilon^2)\sum_k a_k^2},$$

which increases with the ratio $p(E_0)^2/\sum_k a_k^2$. By the Cauchy–Schwarz inequality the largest ratio is

$$\Lambda_m=\sum_{k=0}^{m-1}\pi_k(E_0)^2,$$

reached for $a_k\propto\pi_k(E_0)$. Consequently

$$c_m^2=\frac{\varepsilon^2\Lambda_m}{1-\varepsilon^2+\varepsilon^2\Lambda_m}. \tag{2}$$

The growth factor $\Lambda_m$ depends on $H$ and $w$ but not on $\varepsilon$. This lets us construct a false convergence. Use the ceiling at step $m$ and the floor at step $m+k$:

$$\theta_m-\theta_{m+k}\le(\theta_m^w-E_1)+\Delta c_{m+k}^2 .$$

Choose a tolerance $\tau$. Suppose $\theta_m^w-E_1<\tau/2$ at some step with $m+k\le G$. Equation (2) gives $c_{m+k}^2\le\varepsilon^2\Lambda_{m+k}/(1-\varepsilon^2)$, so a sufficiently small nonzero $\varepsilon$ makes $\Delta c_{m+k}^2<\tau/2$. The total descent over $k$ steps is then below $\tau$. Each individual change is nonnegative, so each is below $\tau$ too. Throughout, $\theta$ stays within $\tau/2$ of $E_1$. Demanding several small changes instead of one does not repair the criterion.

## A plateau in numbers

Consider an electron on an open chain of 200 sites, with hopping $t=1$ Ry and two attractive sites of depth $U=2$ Ry, $a=98$ and $b=104$ when the sites are numbered from 1 to 200:

$$H=-t\sum_j\bigl(|j\rangle\langle j+1|+|j+1\rangle\langle j|\bigr)-U\bigl(|a\rangle\langle a|+|b\rangle\langle b|\bigr).$$

These are round model parameters. Dense diagonalization gives $E_0=-2.83543$ Ry and $E_1=-2.82114$ Ry, a tunnelling doublet with $\Delta=0.014295$ Ry. The next level is far above, at $E_2=-1.99896$ Ry, and the highest is $E_{\max}=1.99898$ Ry.

For $w$ take the orbital $|b\rangle$, remove its $u_0$ component, and normalize. The start has $\varepsilon=10^{-6}$. The program stops after three successive changes below $10^{-6}$ Ry. It reorthogonalizes every new vector against all earlier ones, so loss of orthogonality is not the cause of what follows. Energies in the table are in Ry.

| $m$ | $\theta_m-E_1$ | last change | residual | $c_m^2$ |
|---:|---:|---:|---:|---:|
| 8 | $3.5\times10^{-6}$ | $1.5\times10^{-5}$ | $2.6\times10^{-3}$ | $1.6\times10^{-11}$ |
| 12 | $2.6\times10^{-9}$ | $1.3\times10^{-8}$ | $6.9\times10^{-5}$ | $1.6\times10^{-8}$ |
| 16 | $2.4\times10^{-12}$ | $1.2\times10^{-11}$ | $2.2\times10^{-6}$ | $1.8\times10^{-5}$ |
| 24 | about $0$ | about $0$ | $1.8\times10^{-7}$ | $0.965$ |
| 26 | $-0.0125$ | $8.4\times10^{-3}$ | $0.059$ | $0.999$ |
| 30 | $-0.0143$ | $7.4\times10^{-6}$ | $1.7\times10^{-3}$ | $1.000$ |

"About 0" means below $10^{-13}$ Ry in magnitude; no meaning is read into the signs of such numbers.

The rule stops at $m=12$, after changes of $5.0\times10^{-7}$, $8.3\times10^{-8}$ and $1.3\times10^{-8}$ Ry. The error relative to the ground level is then $0.014295$ Ry, or $0.194$ eV. Divided by the tolerance, it is

$$\frac{0.014295}{10^{-6}}\approx1.4\times10^4 .$$

Equation (2) explains why nothing was visible. At this step $\Lambda_{12}=1.56\times10^4$, so $c_{12}^2\approx10^{-12}\times1.56\times10^4=1.56\times10^{-8}$. The floor in (1) lies only $0.014295\times1.56\times10^{-8}\approx2.2\times10^{-10}$ Ry below $E_1$.

A tighter tolerance of any practical size would not have been a safeguard: at $m=16$ the change is $1.2\times10^{-11}$ Ry and the answer is still the wrong level. Even in exact arithmetic the rule would survive this plateau only with a tolerance below about $2\times10^{-15}$ Ry, which is the level of double-precision rounding in $\theta$. In all, 15 changes fall below $10^{-6}$ Ry before the escape.

To isolate the cause, keep $w$ and alter only $\varepsilon$. The original orbital $|b\rangle$ is itself such a start, with $\varepsilon=0.59$. It stops at $m=18$ with an error of $4.8\times10^{-9}$ Ry relative to $E_0$. With $\varepsilon=10^{-2}$ the rule already stops at $m=12$ on the wrong level. Here a ground-state probability of $10^{-4}$ is small enough to deceive it.

## Why the plateau ends so abruptly

The row $m=24$ may look contradictory. The Krylov space contains a vector with $96.5\%$ ground-state weight, yet the lowest Ritz value remains at $E_1$. The floor in (1) permits a descent there; it does not force one.

Consider the idealized situation in which $u_1$ lies in $K_m$. Let $K'$ be the part of $K_m$ orthogonal to $u_1$. For $v'\in K'$,

$$\langle u_1|H|v'\rangle=E_1\langle u_1|v'\rangle=0 .$$

The projected matrix splits into two blocks. One gives $E_1$; let $\theta'$ be the lowest value from the other. The lowest Ritz value is $\min(E_1,\theta')$, which stays flat until $\theta'$ descends past $E_1$.

When can that happen? A unit vector in $K'$ has ground-state weight at most $c_m^2$, no weight at $E_1$, and all its other weight at $E_2$ or above. Hence

$$\theta'\ge E_0+(1-c_m^2)(E_2-E_0),$$

and $\theta'<E_1$ requires

$$1-c_m^2<\frac{\Delta}{E_2-E_0}=\frac{0.014295}{0.83647}=0.0171 .$$

At $m=24$ the left side is $0.035$, too large. The second Ritz value, which plays the part of $\theta'$, is then still $0.044$ Ry above $E_1$. At $m=25$ the left side is $0.006$, and the lowest Ritz value drops to $0.0042$ Ry below $E_1$; at $m=26$ the left side is $0.001$ and the drop has reached $0.0125$ Ry. In the actual run $u_1$ is contained only approximately, but the small residual at $m=24$ shows how close the run is to this picture.

There is also a guarantee of escape that needs no idealization. The unit vector along $P_mu_0$ has ground-state weight $c_m^2$ and its other weight no higher than $E_{\max}$, so

$$\theta_m-E_0\le(1-c_m^2)(E_{\max}-E_0). \tag{3}$$

The Ritz value must be below $E_1$ once the right side is smaller than $\Delta$. By (2), this happens when $\varepsilon^2\Lambda_m/(1-\varepsilon^2)$ exceeds a number fixed by the spectrum.

To estimate the waiting time, we need the growth of $\Lambda_m$, which is the largest value of $p(E_0)^2/\|p(H)w\|^2$. For $m\ge2$ try

$$p(x)=(x-E_1)\,T_{m-2}\!\left(\frac{2x-E_2-E_{\max}}{E_{\max}-E_2}\right),$$

where $T_n$ is the Chebyshev polynomial. The first factor removes $u_1$. On the levels from $E_2$ to $E_{\max}$ the argument lies in $[-1,1]$, where $|T_n|\le1$; thus $\|p(H)w\|\le E_{\max}-E_1$. At $E_0$ the argument is $-z$, with

$$z=\frac{E_2+E_{\max}-2E_0}{E_{\max}-E_2}=1.418 .$$

Since $|T_n(-z)|=T_n(z)=\cosh(n\,\mathrm{arccosh}\,z)$,

$$\Lambda_m\ge\left(\frac{\Delta}{E_{\max}-E_1}\right)^2\cosh^2\!\bigl[(m-2)\,\mathrm{arccosh}\,z\bigr].$$

For large $m$ the bound grows as $e^{2m\kappa}$, with $\kappa=\mathrm{arccosh}\,z=0.8856$. The computed $\Lambda_m$ grows at nearly this rate too: from $m=20$ to $30$ it rises from $2.283\times10^{10}$ to $1.125\times10^{18}$, and half the logarithm of the ratio, divided by ten steps, is $0.886$. Other ten-step windows between $m=10$ and $50$ give values from $0.891$ down to $0.884$.

Reducing $\varepsilon$ tenfold requires $\Lambda_m$ to be a hundred times larger. The additional wait $n$ follows from $e^{2n\kappa}=100$:

$$n=\frac{\ln10}{\kappa}=2.60\ \text{steps}.$$

Define the escape step as the first one below the midpoint of the doublet. Between $\varepsilon=10^{-2}$ and $10^{-10}$ it moves from 15 to 36. The observed 21 extra steps agree with the predicted $8\times2.60=20.8$, given that steps are whole numbers.

## When rounding supplies the missing state

If $\varepsilon=0$, exact arithmetic keeps every Krylov vector orthogonal to $u_0$, and $E_0$ is never found. Floating-point arithmetic behaves differently. Started from the computed $w$, the double-precision run shown here escapes at $m=46$ and the single-precision run at $m=24$; both numbers can shift by several steps, up to about seven, with the details of the rounding and the accuracy of the computed $u_0$. When $u_0$ is removed again at every step, the double-precision run stays at $E_1$ or above, to within rounding, for all 70 steps computed.

The comparison identifies the source of the escape: rounding leaves a small $u_0$ component, and the iteration amplifies it. Single precision plants a larger seed and so escapes earlier. The seed has several sources: the computed $u_0$ that was removed from $|b\rangle$ is itself slightly wrong, the starting vector is rounded, and further errors are made during the run. They do not weigh equally. In double precision the starting vector already has an overlap of order $10^{-14}$ with the true $u_0$, enough by itself to give an escape near $m=45$. In single precision the rounded start has an overlap below $10^{-8}$, which alone would give an escape near $m=32$; the escape at $m=24$, earlier even than in the run with $\varepsilon=10^{-6}$, comes from the errors made during the run.

Such a rescue is no basis for a stopping rule. With $\varepsilon=10^{-10}$ the rule of three small changes had already stopped at $m=12$, long before the escape at $m=36$.

Nor does restarting from a falsely converged vector in higher precision shorten the wait. In the main run, the vector accepted at $m=12$ is $y=p(H)q$ with $p$ of degree at most 11, so the $k$-step Krylov space built from $y$ lies inside $K_{11+k}$. In exact arithmetic the lowest Ritz value of the restarted run is therefore at least $\theta_{11+k}$. It begins at $\theta_{12}=E_1+2.6\times10^{-9}$ Ry and cannot fall below $\theta_{24}\approx E_1$ during its first 13 steps. Its changes over that stretch are all far below $10^{-6}$ Ry, so the rule of three small changes stops it again on $E_1$.

## What the residual proves, and what it leaves open

Let $y=\sum_j y_ju_j$ be the normalized Ritz vector belonging to $\theta$, and let $r=\|Hy-\theta y\|$. Then

$$r^2=\sum_j |y_j|^2(E_j-\theta)^2\ge\min_j(E_j-\theta)^2,$$

so some eigenvalue lies within $r$ of $\theta$. This is a real guarantee, which the last change alone does not provide. At the false stop $r=6.9\times10^{-5}$ Ry, and the eigenvalue it certifies is $E_1$. The ground level lies about $207$ residuals lower. A small residual says that a level is near; it does not say which level.

The missing information is a count. Choose $\sigma$ and factor $H-\sigma=LDL^T$, with $L$ unit lower triangular and $D$ diagonal. Then

$$x^T(H-\sigma)x=\sum_j d_j\,(L^Tx)_j^2 .$$

Because $L^T$ is invertible, the largest subspace on which this form is negative has dimension equal to the number of negative $d_j$. Written in the eigenvectors of $H$, the same dimension is the number of eigenvalues below $\sigma$. For our tridiagonal chain, elimination gives

$$d_1=H_{11}-\sigma,\qquad d_j=H_{jj}-\sigma-\frac{H_{j,j-1}^2}{d_{j-1}},$$

provided no pivot vanishes; if one does, shift $\sigma$ slightly.

Set $\sigma=\theta-r$. At the false stop the count is one: a level has been missed. At $m=36$, where $r=8.6\times10^{-6}$ Ry, the count is zero. No level lies below $\theta-r$, while the variational principle gives $E_0\le\theta$. Hence

$$\theta-r\le E_0\le\theta ,$$

which is the statement the user wanted from the start. The actual error there, relative to the dense diagonalization, is $3.6\times10^{-11}$ Ry.

For a matrix too large to factor, a second run from a different start can expose a missed level by finding a lower energy. Agreement between the runs is evidence but not proof, since the second start may also barely overlap the ground state. The numerical check below tests the bounds, the growth formula and the pivot counts on this chain.

## Computed values

```
sites 200, hopping 1.0 Ry, well depth 2.0 Ry
distance between attractive sites: 6 sites
E0 = -2.83543029 Ry, E1 = -2.82113552 Ry
E2 = -1.998961 Ry, Emax = 1.998982 Ry
gap E1-E0 = 0.01429477 Ry
squared overlap of w with u1 = 0.55088
main run: eps = 1e-06, tolerance = 1e-06 Ry, 3 changes
m, theta-E1 (Ry), last change (Ry), residual (Ry), weight, growth
 4  4.671e-03 2.410e-02 9.859e-02 1.882e-12 1.882e+00
 6  8.672e-05 6.028e-04 1.243e-02 2.227e-12 2.227e+00
 8  3.464e-06 1.550e-05 2.624e-03 1.567e-11 1.567e+01
10  9.868e-08 4.984e-07 4.512e-04 4.163e-10 4.163e+02
12  2.601e-09 1.281e-08 6.893e-05 1.559e-08 1.559e+04
14  8.607e-11 3.980e-10 1.314e-05 5.601e-07 5.601e+05
16  2.426e-12 1.231e-11 2.239e-06 1.812e-05 1.812e+07
18  4.086e-14 3.326e-13 3.734e-07 6.755e-04 6.760e+08
20 -3.153e-14 1.421e-14 7.182e-08 2.232e-02 2.283e+10
22 -3.375e-14 1.776e-15 3.599e-08 4.341e-01 7.672e+11
24 -4.396e-14 7.994e-15 1.750e-07 9.652e-01 2.776e+13
26 -1.252e-02 8.367e-03 5.932e-02 9.989e-01 9.299e+14
28 -1.424e-02 2.548e-04 1.031e-02 1.000e+00 3.199e+16
30 -1.429e-02 7.372e-06 1.731e-03 1.000e+00 1.125e+18
false stop at m = 12, theta = -2.82113552 Ry
last three changes (Ry): 4.98e-07, 8.33e-08, 1.28e-08
theta-E1 at false stop = 2.601e-09 Ry
theta-E0 at false stop = 0.01429478 Ry
the same error = 0.19449 eV
residual at false stop = 6.893e-05 Ry
levels below theta-residual at false stop: 1
changes below tolerance before escape: 15
escape below the doublet midpoint at m = 26
certified at m = 36: theta-E0 = 3.64e-11 Ry
residual there = 8.56e-06 Ry, levels below: 0
overlap, stop step, theta-E0 at stop (Ry), escape step
1.000e-02  12 1.429e-02  15
1.000e-04  12 1.429e-02  20
1.000e-06  12 1.429e-02  26
1.000e-08  12 1.429e-02  31
1.000e-10  12 1.429e-02  36
5.907e-01  18 4.774e-09   6
z = 1.418450, arccosh z = 0.88560
predicted steps per decade of eps = 2.600
extra steps over 8 decades: 21, predicted 20.80
eps=0 double: escape m = 46, growth^(-1/2) = 6.7e-16
eps=0 single: escape m = 24, growth^(-1/2) = 1.9e-07
u0 removed each step: min(theta)-E1 in 70 steps = -4.4e-16 Ry
```
